# At What Temperature Does an Adatom Hop Once per Second?: a program that tests the result

```python
"""
Result under test: an adatom with total hop rate
    rate = prefactor * exp(-barrier / (k T)),  prefactor = 1e13 per second,
hops once per second on average at T = barrier / (k ln 1e13),
which is roughly 390 K per eV of barrier.

Symbols: barrier in eV, hop length in nm, T in K, rates per second.
The prefactor belongs to the total rate, summed over all hop directions.
The rate law is tested against the equilibrium flux out of a square cell of
V(x, y) = (barrier/2) * (2 - cos(2 pi x/a) - cos(2 pi y/a)).
Example: rough typical values for a copper adatom on Cu(100).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

EV = const.e
K_EV = const.k / const.e
PREFACTOR = 1e13
TARGET = 1.0
barrier = 0.50
hop_nm = 0.256
mass_u = 63.546
mass = mass_u * const.atomic_mass
hop_m = hop_nm * 1e-9


def potential(sx, sy, height):
    """Landscape in eV; sx and sy are positions in units of the hop length."""
    return 0.5 * height * (2 - np.cos(2*np.pi*sx) - np.cos(2*np.pi*sy))


def flux_rate(temp, height, n=160):
    """Total equilibrium flux out through the four edges of one cell."""
    kt = K_EV * temp
    s = np.arange(n) / n - 0.5
    edge = np.mean(np.exp(-potential(0.5, s, height) / kt)) * hop_m
    sx, sy = np.meshgrid(s, s)
    cell = np.mean(np.exp(-potential(sx, sy, height) / kt)) * hop_m**2
    speed = np.sqrt(kt * EV / (2 * np.pi * mass))
    return 4 * speed * edge / cell


def one_hop_temperature(prefactor, height):
    return height / (K_EV * np.log(prefactor / TARGET))


# The rule itself, against a numerical solution of the rate equation
for pre in (1e12, 1e13, 1e14):
    for height in (0.3, 0.5, 1.5):
        root = brentq(lambda t: np.log(pre) - height / (K_EV * t),
                      100 * height, 1000 * height)
        assert abs(root / one_hop_temperature(pre, height) - 1) < 1e-9
slope = one_hop_temperature(PREFACTOR, 1.0)
assert abs(slope / 390 - 1) < 0.01
t_one = one_hop_temperature(PREFACTOR, barrier)
kt_one = K_EV * t_one
exponent = barrier / kt_one

# Harmonic prefactor and its anharmonic correction, against the flux integral
nu_well = np.sqrt(barrier * EV / (2 * mass)) / hop_m
nu_total = 4 * nu_well
for temp in (120.0, t_one, 300.0):
    kt = K_EV * temp
    ratio = flux_rate(temp, barrier) / (nu_total * np.exp(-barrier / kt))
    # the next term of the expansion is of order (kT/barrier)**2
    assert abs(ratio - (1 - kt / (4 * barrier))) < (kt / barrier)**2
anharmonic = flux_rate(t_one, barrier) / (
    nu_total * np.exp(-barrier / kt_one))

# One-hop temperature of the landscape, with no prefactor put in by hand
heights = (0.3, 0.5, 1.0, 1.5)
slopes = []
for height in heights:
    root = brentq(lambda t: np.log(flux_rate(t, height) / TARGET),
                  250 * height, 600 * height)
    slopes.append(root / height)
    assert abs(slopes[-1] / 390 - 1) < 0.03
t_landscape = slopes[1] * barrier
assert abs(t_landscape / one_hop_temperature(nu_total, barrier) - 1) < 1e-3

# Curvatures at well and saddle, by finite differences
step = 1e-3
omega = 2 * np.pi * nu_well
for centre, sign in ((0.0, 1), (0.5, -1)):
    curve = (potential(centre + step, 0, barrier)
             - 2 * potential(centre, 0, barrier)
             + potential(centre - step, 0, barrier)) / step**2
    omega_fd = np.sqrt(sign * curve * EV / mass) / hop_m
    assert abs(omega_fd / omega - 1) < 1e-4

# Quantum factor: level sum for the well, transmission integral for the top
z = const.hbar * omega / (const.k * t_one)
levels = np.sum(np.exp(-(np.arange(400) + 0.5) * z))
well_factor = (1 / z) / levels


def transmitted(y):
    return expit(2 * np.pi * y / z) * np.exp(-y)


tunnel_factor = (quad(transmitted, -8, 0, epsabs=1e-11)[0]
                 + quad(transmitted, 0, 50, epsabs=1e-11, limit=200)[0])
quantum = np.sinh(z / 2) / np.sin(z / 2)
assert abs(tunnel_factor - (z / 2) / np.sin(z / 2)) < 1e-7
assert abs(well_factor * tunnel_factor - quantum) < 1e-7

# Random hops: survival over one mean wait, from many short time steps
steps = 100000
survival = (1 - TARGET / steps)**steps
assert abs(survival - np.exp(-1)) < 1e-5

# Spreading: master equation on a 15 x 15 lattice for one second
size = 15
link = np.eye(size, k=1) + np.eye(size, k=-1)
line = link - np.diag(link.sum(axis=0))
unit = np.eye(size)
generator = TARGET / 4 * (np.kron(line, unit) + np.kron(unit, line))
start = np.zeros(size**2)
start[size**2 // 2] = 1
prob = expm(generator) @ start
pos = np.arange(size) - size // 2
px, py = np.meshgrid(pos, pos)
msd_sites = prob @ (px**2 + py**2).ravel()
diffusion = TARGET * (hop_nm * 1e-7)**2 / 4
assert abs(msd_sites * (hop_nm * 1e-7)**2 / 4 / diffusion - 1) < 1e-5

# Steepness at the one-hop temperature, against the flux integral
warm = np.exp(exponent * (1 - 1 / 1.1))
cool = np.exp(exponent * (1 - 1 / 0.9))
base = flux_rate(t_one, barrier)
assert abs(flux_rate(1.1 * t_one, barrier) / base / warm - 1) < 0.005
assert abs(flux_rate(0.9 * t_one, barrier) / base / cool - 1) < 0.005
log_slope = (np.log(flux_rate(1.001 * t_one, barrier))
             - np.log(flux_rate(0.999 * t_one, barrier))) / 0.002
assert abs(log_slope / exponent - 1) < 0.005
rate_300 = PREFACTOR * np.exp(-barrier / (K_EV * 300))


def shift(rate_factor):
    """Change of the one-hop temperature when the rate gains a factor."""
    return one_hop_temperature(PREFACTOR * rate_factor, barrier) - t_one


barrier_shift = one_hop_temperature(PREFACTOR, barrier + 0.05) - t_one
small = max(abs(shift(quantum)), abs(shift(anharmonic)))
assert small < abs(shift(2)) < abs(shift(10)) < barrier_shift

print("THE RULE")
print(f"prefactor of total rate: {PREFACTOR:.0e} 1/s")
print(f"ln(prefactor / 1 per s): {np.log(PREFACTOR):.3f}")
print(f"1/k: {1 / K_EV:.1f} K/eV")
print(f"one-hop temperature per barrier: {slope:.1f} K/eV")
for pre in (1e12, 1e14):
    print(f"same, prefactor {pre:.0e} 1/s: "
          f"{one_hop_temperature(pre, 1.0):.1f} K/eV")
print(f"same, 1e13 1/s in each of 4 directions: "
      f"{one_hop_temperature(4 * PREFACTOR, 1.0):.1f} K/eV")
print("LANDSCAPE, FLUX INTEGRAL (copper mass and hop length)")
for height, value in zip(heights, slopes):
    print(f"barrier {height:.1f} eV: {value:.1f} K/eV")
print("EXAMPLE: COPPER ADATOM ON Cu(100), ROUGH VALUES")
print(f"barrier: {barrier:.2f} eV")
print(f"hop length: {hop_nm:.3f} nm")
print(f"atomic mass: {mass_u:.2f} u")
print(f"well frequency: {nu_well:.2e} 1/s")
print(f"landscape prefactor, 4 directions: {nu_total:.2e} 1/s")
print(f"one-hop temperature from the rule: {t_one:.1f} K")
print(f"one-hop temperature from the flux: {t_landscape:.1f} K")
print(f"kT at one-hop temperature: {1000 * kt_one:.2f} meV")
print(f"barrier/kT there: {exponent:.2f}")
print(f"fraction not yet hopped after 1 s: {survival:.3f}")
print(f"mean square displacement in 1 s: {msd_sites:.4f} hop lengths^2")
print(f"diffusion coefficient there: {diffusion:.2e} cm2/s")
print(f"rate factor, 10% warmer: {warm:.1f}")
print(f"rate factor, 10% cooler: {cool:.4f}")
print(f"hop rate at 300 K: {rate_300:.2e} 1/s")
print("NEGLECTED EFFECTS AND UNCERTAINTIES")
print(f"hbar*omega/kT: {z:.3f}")
print(f"well (zero-point) rate factor: {well_factor:.4f}")
print(f"tunnelling rate factor: {tunnel_factor:.4f}")
print(f"combined quantum rate factor: {quantum:.4f}")
print(f"anharmonic rate factor: {anharmonic:.4f}")
print(f"shift from quantum motion: {shift(quantum):+.2f} K")
print(f"shift from anharmonicity: {shift(anharmonic):+.2f} K")
print(f"shift if rate is doubled: {shift(2):+.1f} K")
print(f"shift if rate is halved: {shift(0.5):+.1f} K")
print(f"shift if prefactor is 10 times larger: {shift(10):+.1f} K")
print(f"shift if prefactor is 10 times smaller: {shift(0.1):+.1f} K")
print(f"shift if barrier is 0.05 eV higher: {barrier_shift:+.1f} K")
print("every check passed")
```

Output:

```
THE RULE
prefactor of total rate: 1e+13 1/s
ln(prefactor / 1 per s): 29.934
1/k: 11604.5 K/eV
one-hop temperature per barrier: 387.7 K/eV
same, prefactor 1e+12 1/s: 420.0 K/eV
same, prefactor 1e+14 1/s: 360.0 K/eV
same, 1e13 1/s in each of 4 directions: 370.5 K/eV
LANDSCAPE, FLUX INTEGRAL (copper mass and hop length)
barrier 0.3 eV: 391.6 K/eV
barrier 0.5 eV: 388.3 K/eV
barrier 1.0 eV: 383.8 K/eV
barrier 1.5 eV: 381.3 K/eV
EXAMPLE: COPPER ADATOM ON Cu(100), ROUGH VALUES
barrier: 0.50 eV
hop length: 0.256 nm
atomic mass: 63.55 u
well frequency: 2.41e+12 1/s
landscape prefactor, 4 directions: 9.63e+12 1/s
one-hop temperature from the rule: 193.8 K
one-hop temperature from the flux: 194.1 K
kT at one-hop temperature: 16.70 meV
barrier/kT there: 29.93
fraction not yet hopped after 1 s: 0.368
mean square displacement in 1 s: 1.0000 hop lengths^2
diffusion coefficient there: 1.64e-16 cm2/s
rate factor, 10% warmer: 15.2
rate factor, 10% cooler: 0.0359
hop rate at 300 K: 3.98e+04 1/s
NEGLECTED EFFECTS AND UNCERTAINTIES
hbar*omega/kT: 0.596
well (zero-point) rate factor: 1.0149
tunnelling rate factor: 1.0149
combined quantum rate factor: 1.0300
anharmonic rate factor: 0.9914
shift from quantum motion: -0.19 K
shift from anharmonicity: +0.06 K
shift if rate is doubled: -4.4 K
shift if rate is halved: +4.6 K
shift if prefactor is 10 times larger: -13.8 K
shift if prefactor is 10 times smaller: +16.2 K
shift if barrier is 0.05 eV higher: +19.4 K
every check passed
```
